# Regular two-centre tables for forces and stress at any separation

Before a numerical-orbital calculation starts, someone must decide which radial function goes into the table of two-centre integrals. Storing the angular-momentum component \(S_l(R)\) is enough for the matrix elements. The choice matters when forces are wanted and two centres can coincide, for example when an extra "floating" shell sits on an atom to enlarge its basis. The gradient in spherical form then contains \(S_l/R\) for \(l\ge1\) and the direction \(\hat{\mathbf R}\) at \(R=0\), where the first is \(0/0\) and the second is undefined. Storing \(g_l=S_l/R^l\) avoids both, provided the orbitals are smooth enough.

The algebra uses atomic units; numbers are in eV and Å. Orbitals are real, \(\phi_a(\mathbf r)=f_a(r)Y_a(\hat{\mathbf r})\), with real spherical harmonics and \(\int r^2f_a^2\,dr=1\). Orbital \(b\) is centred at \(\mathbf R\) relative to orbital \(a\).

## 1. Two s orbitals

Define the radial transform
\[
\tilde f(k)=\int_0^\infty r^2 f(r)\,j_l(kr)\,dr .
\]
For an s orbital the Fourier transform \(\int e^{-i\mathbf k\cdot\mathbf r}\phi\,d^3r\) is \(4\pi\tilde f(k)Y_{00}\), with \(Y_{00}=1/\sqrt{4\pi}\). Moving \(\phi_b\) to \(\mathbf R\) multiplies its transform by \(e^{-i\mathbf k\cdot\mathbf R}\), whose average over directions of \(\mathbf k\) is \(j_0(kR)\). Hence
\[
S(R)=\frac{1}{(2\pi)^3}\int_0^\infty 4\pi k^2\,(4\pi)\tilde f_a\tilde f_b\,j_0(kR)\,dk
=\frac{2}{\pi}\int_0^\infty k^2\tilde f_a\tilde f_b\,j_0(kR)\,dk .
\]
The kinetic integral has an additional factor \(k^2/2\). I write \(w=1\) for overlap and \(w=k^2/2\) for kinetic energy.

Limit: for equal orbitals at \(R=0\), the closure relation \(\int k^2\tilde f^2dk=(\pi/2)\int r^2f^2dr\) gives \(S(0)=1\), as it must.

Since \(j_0\) is even, \(S\) depends on \(R^2\) when the integral converges well enough. Its gradient \(\mathbf R\,(S'/R)\) then vanishes at the origin, with \(S'/R\) finite.

## 2. An s and a p orbital at the same point

By parity the overlap of s with \(p_z\) vanishes at \(R=0\). Its slope does not:
\[
\frac{\partial S}{\partial R_z}=-\int\phi_s(\mathbf r)\,\partial_z\phi_{p_z}(\mathbf r-\mathbf R)\,d^3r
\;\xrightarrow{R\to0}\;\int(\partial_z\phi_s)\,\phi_{p_z}\,d^3r ,
\]
by integration by parts. For a p orbital with positive radial function, an s orbital that falls outwards has \(\partial_z\phi_s<0\) where \(\phi_{p_z}>0\), so the slope is negative.

In spherical form this overlap is \(S_1(R)\) times a constant times \(\cos\theta\), and
\[
\nabla(S_1\cos\theta)=S_1'\cos\theta\,\hat{\mathbf R}+\frac{S_1}{R}\left(\hat{\mathbf z}-\cos\theta\,\hat{\mathbf R}\right).
\]
If \(S_1\approx g_1(0)R\), the direction-dependent terms cancel and \(g_1(0)\hat{\mathbf z}\) remains. A program evaluating the terms separately at \(R=0\) cannot perform that cancellation. Written as \(S_1\cos\theta=g_1R_z\), the same function has an obvious gradient.

## 3. General angular momenta

The plane-wave expansion with real harmonics is
\[
e^{-i\mathbf k\cdot\mathbf R}=4\pi\sum_{lm}(-i)^l j_l(kR)\,Y_{lm}(\hat{\mathbf k})Y_{lm}(\hat{\mathbf R}).
\]
With \(\mathbf r\) in place of \(\mathbf R\) it gives \(\phi_a(\mathbf k)=4\pi(-i)^{l_a}\tilde f_aY_a(\hat{\mathbf k})\). Therefore
\[
M_{ab}(\mathbf R)=\frac{1}{(2\pi)^3}\int w\,\phi_a^*(\mathbf k)\,\phi_b(\mathbf k)\,e^{-i\mathbf k\cdot\mathbf R}\,d^3k .
\]
The prefactor is \((4\pi)^3/(2\pi)^3=8\), the phase is \(i^{l_a}(-i)^{l_b}(-i)^l=i^{\,l_a-l_b-l}\), and the angular integral is the Gaunt coefficient \(G_{ab,lm}=\int Y_aY_bY_{lm}\,d\Omega\). It vanishes unless \(l_a+l_b+l\) is even and \(|l_a-l_b|\le l\le l_a+l_b\). The phase is then the real sign \(s_l=(-1)^{(l_a-l_b-l)/2}\), and
\[
S_l(R)=8s_l\int_0^\infty k^2w\,\tilde f_a\tilde f_b\,j_l(kR)\,dk,\qquad
M_{ab}=\sum_lS_l(R)\sum_mG_{ab,lm}Y_{lm}(\hat{\mathbf R}).
\]

Move a factor \(R^l\) from the radial to the angular part. With the solid harmonic \(\mathcal Y_{lm}(\mathbf R)=R^lY_{lm}(\hat{\mathbf R})\), a homogeneous polynomial of degree \(l\) in the components of \(\mathbf R\),
\[
M_{ab}(\mathbf R)=\sum_l g_l(R)P_l(\mathbf R),\qquad P_l=\sum_mG_{ab,lm}\mathcal Y_{lm}(\mathbf R),\qquad g_l=\frac{S_l}{R^l}.
\]

To see how \(g_l\) behaves, put \(q_l(x)=j_l(x)/x^l\) and use the standard integral representation
\[
q_l(x)=\frac{1}{2^{l+1}l!}\int_{-1}^{1}(1-t^2)^l\cos(xt)\,dt .
\]
It shows that \(q_l\) is even and that \(|q_l(x)|\le q_l(0)=1/(2l+1)!!\). Differentiating gives \(-t\sin(xt)\) under the integral. Since \(t(1-t^2)^l=-\frac{d}{dt}\frac{(1-t^2)^{l+1}}{2(l+1)}\), an integration by parts, whose boundary term vanishes, yields
\[
q_l'(x)=-\frac{x}{2^{l+2}(l+1)!}\int_{-1}^1(1-t^2)^{l+1}\cos(xt)\,dt=-x\,q_{l+1}(x).
\]
Because \(j_l(kR)/R^l=k^lq_l(kR)\), and \(dq_l(kR)/dR=-k^2R\,q_{l+1}(kR)\),
\[
g_l=8s_l\int k^{l+2}w\tilde f_a\tilde f_b\,q_l(kR)\,dk,\qquad
h_l\equiv\frac{g_l'}{R}=-8s_l\int k^{l+4}w\tilde f_a\tilde f_b\,q_{l+1}(kR)\,dk .
\]
The gradient follows from \(\partial_\alpha g_l=g_l'R_\alpha/R=h_lR_\alpha\):
\[
\boxed{\;\partial_\alpha M_{ab}=\sum_l\left[h_lR_\alpha P_l+g_l\,\partial_\alpha P_l\right]\;}
\]
No division by \(R\) remains once \(h_l\) is available.

Limit \(R\to0\): the first term vanishes, and \(\partial_\alpha P_l\) has degree \(l-1\), so only \(l=1\) survives:
\[
\partial_\alpha M_{ab}(0)=g_1(0)\,\partial_\alpha P_1 .
\]
By the selection rules this requires \(|l_a-l_b|=1\): s–p and p–d pairs can have a gradient at contact, s–d pairs cannot.

For s–\(p_z\), \(G=1/\sqrt{4\pi}\) and \(\mathcal Y_{10}=\sqrt{3/4\pi}\,R_z\), so \(\partial_zP_1=\sqrt3/4\pi=0.13783\). Take the model orbitals
\[
f(r)=N r^l(1-r^2/c^2)^6\quad(r<c),\qquad c=3\ \text{Å}.
\]
The computed \(g_1(0)=-6.5117\) Å\(^{-1}\) for overlap gives
\[
\partial_zS(0)=-6.5117\times0.13783=-0.8975\ \text{Å}^{-1},
\]
with the sign found in section 2. For kinetic energy, \(-101.494\times0.13783=-13.989\) eV/Å. The matrix elements are zero at this point, but their gradients are not small.

## 4. When regularity fails

The bounds on \(q_l\) and \(q_{l+1}\) make both functions finite at the origin if
\[
\int_0^\infty k^{l+4}\,w\,|\tilde f_a\tilde f_b|\,dk<\infty .
\]
This is a sufficient condition on the orbitals. Convergence at large \(k\) is at stake, so smoothness matters.

Take the s ground state in a hard-walled sphere, \(f=\sqrt{2/c}\,\sin(\kappa r)/r\) with \(\kappa=\pi/c\). Its value is continuous at the wall but its slope jumps. The elementary sine integral gives
\[
\tilde f=\frac1k\sqrt{\frac2c}\;\frac{\kappa\sin kc}{\kappa^2-k^2},
\]
so \(\tilde f\sim k^{-3}\). For kinetic energy and \(l=0\) the integrand of the condition is of order \(k^{4+2-6}=k^0\), and the condition fails. Adding \(w=k^2/2\) to the s–s formula of section 1,
\[
T(0)-T(R)=\frac{2\pi}{c^3}\int_0^\infty\frac{k^2\sin^2kc}{(k^2-\kappa^2)^2}\left[1-\frac{\sin kR}{kR}\right]dk .
\]
For small \(R\) the linear term comes from \(k\sim1/R\); the region \(k\sim\kappa\) contributes of order \(R^2\). Put \(k=u/R\), neglect \(\kappa\), and replace the rapidly oscillating \(\sin^2(uc/R)\) by its mean \(1/2\):
\[
T(0)-T(R)\to\frac{2\pi}{c^3}\,\frac R2\int_0^\infty\frac{u-\sin u}{u^3}\,du=\frac{\pi^2R}{4c^3}.
\]
Two integrations by parts reduce the integral to \(\frac12\int_0^\infty(\sin u/u)\,du=\pi/4\). The kinetic integral thus has a cusp, and \(h_0\) diverges as \(1/R\). The gradient keeps a finite size at the origin but reverses when \(\mathbf R\) reverses. No choice of table can remove this.

For \(c=3\) Å the formula gives a slope of 0.6964 eV/Å; direct summation over \(k\) up to \(kc=10^5\), extrapolated to \(R=0\) as \([4D(R)-D(2R)]/2R\) with \(D=T(0)-T(R)\) and \(R=0.01c\), gives 0.6953 eV/Å, lower by 0.16%. The end of the sum is the main cause. Beyond a cutoff \(K\) the integrand, prefactor included, averages \(\pi/(c^3k^2)\), so each \(D\) lacks \(\pi/(c^3K)\) and the extrapolated slope lacks \(3\pi/(2c^3KR)=3\pi/(2000c^3)\), which is 0.19% of \(\pi^2/4c^3\). The extrapolation removes the \(R^2\) term of \(D\) but not the \(R^3\) term, which raises the slope by 0.03% at this \(R\) and leaves the net 0.16%.

The model orbitals of section 3 are safe. They are polynomials near the origin, and at the wall their first discontinuous derivative is the sixth. Repeated integration by parts then gives \(\tilde f\sim k^{-8}\). In the worst case here, a d–d kinetic integral with \(l=4\), the condition has an integrand of order \(k^{4+4+2-16}=k^{-6}\), which converges.

## 5. From integrals to a table

I compute \(g_l\) from its own \(k\)-integral, with the power series of \(q_l\) at small argument, so that no small \(S_l\) is divided by a small \(R^l\). A cubic spline with zero slope at \(R=0\) has the form \(a_0+a_2R^2+a_3R^3\) in its first interval. Hence
\[
\frac{g_l'}{R}=2a_2+3a_3R ,
\]
which is finite at the origin. At \(R=c_a+c_b\), where the orbitals cease to overlap, value and slope are also set to zero.

The force uses the derivative of the same spline that gives the energy. Energy and force therefore agree with each other even though both carry the interpolation error.

With 401 nodes, 0.015 Å apart for two orbitals, I compared tables with three-dimensional quadrature for s–p, d–p and d–d pairs, both at \(R=0\) and at one general separation. The largest difference in a kinetic gradient was \(7.5\times10^{-6}\) eV/Å, against the s–p slope of 14 eV/Å above. This difference also includes the errors of the quadrature and its finite differences.

For comparison, take the \(l=2\) component of the d–d kinetic integral and spline \(S_2\) itself with the not-a-knot end condition (one cubic over the first two intervals), which imposes no end slope. The true slope at the origin is zero, since \(S_2=R^2g_2\). The spline gives a slope of magnitude 0.202 eV/Å with nodes 0.075 Å apart and 0.0257 eV/Å at half that spacing. The ratio, 7.9, is close to \(2^3\). The size and the order depend on the end condition: a natural spline forces \(S_2''(0)=0\) where the true value is \(2g_2(0)\), and gives 7.35 and 3.66 eV/Å, an error of first order in the spacing. Both grids are coarser than the 0.015 Å tables above, so these slopes are not directly comparable with the error quoted there. In the gradient this false slope multiplies a function of direction, so the result at the origin depends on the approach. Imposing the true end slope would remove it; that slope is zero for \(l\ne1\) but equals \(g_1(0)\) for \(l=1\), whereas for \(g_l\) the same zero-slope condition serves every \(l\).

## 6. From matrix elements to energy derivatives

Consider a periodic one-electron model
\[
H=T+B^\dagger vB,\qquad B_{p\nu}=\langle\beta_p|\phi_\nu\rangle ,
\]
where \(\beta_p\) are localized projectors and \(v\) is a diagonal matrix of strengths. All three matrices, \(S\), \(T\) and \(B\), are built from two-centre integrals; \(B\) consists of overlaps.

At each k-point \(Hc_n=\varepsilon_nSc_n\) with \(c_n^\dagger Sc_n=1\). Differentiate the eigenvalue equation and multiply by \(c_n^\dagger\). The term with \(dc_n\) drops out because \(c_n^\dagger(H-\varepsilon_nS)=0\), leaving
\[
d\varepsilon_n=c_n^\dagger(dH-\varepsilon_n\,dS)c_n .
\]
I fill a fixed number of bands at each k-point, with a gap above them. With \(f\) equal to two times the k-point weight, define \(P=\sum_nf\,c_nc_n^\dagger\) and \(W=\sum_nf\varepsilon_n\,c_nc_n^\dagger\). Then
\[
dE=\sum_{\mathbf k}\left[\operatorname{Tr}(P\,dT)+2\,\mathrm{Re}\operatorname{Tr}(PB^\dagger v\,dB)-\operatorname{Tr}(W\,dS)\right].
\]
The factor 2 arises because the terms with \(dB^\dagger\) and \(dB\) are complex conjugates. The last term accounts for the changing overlap of orbitals that move with their centres.

Limit: two equal s orbitals with fixed on-site energy \(\alpha\), coupling \(\beta\) and overlap \(s\) have \(\varepsilon=(\alpha+\beta)/(1+s)\) and \(c=(1,1)/\sqrt{2(1+s)}\). The general formula gives \(d\varepsilon=(d\beta-\varepsilon\,ds)/(1+s)\), which is also the direct derivative.

Each Bloch matrix is \(\sum_{\mathbf L}e^{i\mathbf k\cdot\mathbf L}M(\mathbf D)\), with lattice vector \(\mathbf L\) and bond vector \(\mathbf D=\boldsymbol\tau_j+\mathbf L-\boldsymbol\tau_i\). Collecting the factors of \(dM_{\mu\nu}(\mathbf D)\) gives the real weights
\[
\Theta^T_{\mu\nu}=\mathrm{Re}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf L}P_{\nu\mu},\quad
\Theta^S_{\mu\nu}=-\mathrm{Re}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf L}W_{\nu\mu},\quad
\Theta^B_{p\nu}=2\,\mathrm{Re}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf L}(PB^\dagger v)_{\nu p}.
\]
For each bond let \(\mathbf q=\sum\Theta\,\nabla M\), summed over the three kinds of integral and their orbitals. Then \(dE=\sum_{\rm bonds}\mathbf q\cdot d\mathbf D\). Moving centre \(j\) changes \(\mathbf D\) by \(+d\boldsymbol\tau_j\), and moving \(i\) by \(-d\boldsymbol\tau_i\), so each bond contributes
\[
\mathbf F_j:\ -\mathbf q,\qquad \mathbf F_i:\ +\mathbf q .
\]

Under a homogeneous strain \(\epsilon\) the centres and lattice vectors move but the orbitals keep their shape, and fractional k-points are fixed, so \(\mathbf k\cdot\mathbf L\) does not change. From \(dD_\alpha=\sum_\beta\epsilon_{\alpha\beta}D_\beta\),
\[
\boxed{\;\sigma_{\alpha\beta}=\frac1\Omega\frac{\partial E}{\partial\epsilon_{\alpha\beta}}=\frac1\Omega\sum_{\rm bonds}q_\alpha D_\beta\;}
\]
with cell volume \(\Omega\) and positive stress in tension.

Limit \(\mathbf D=0\): such a bond gives no stress. If both orbitals belong to one centre, its force contributions cancel too. If they belong to different, independently movable centres, \(\mathbf q\) acts on each with opposite sign and must be kept.

The product \(q_\alpha D_\beta\) is in general not symmetric bond by bond (it is for s–s bonds, where \(\mathbf q\) lies along \(\mathbf D\)). An antisymmetric \(\epsilon\), however, is an infinitesimal rotation. With complete shells of orbitals and projectors, and one strength for all members of a projector shell, a rotation of the crystal only transforms \(H\) and \(S\) by the same orthogonal matrix, so \(E\) is unchanged and the total stress is symmetric. The separate parts hold \(P\) or \(W\) fixed while the integrals rotate, and have no such protection.

## 7. A shell placed on top of an atom

The trial crystal is a model with round parameters. Its cell vectors are \((3.4,0,0)\), \((0.3,3.6,0)\) and \((-0.2,0.4,3.8)\) Å. Atom A, at the origin, has s and d shells; atom B, at \((1.4,1.1,0.9)\) Å, has s and p shells. A floating p shell X sits at the origin as well. Projectors have the same radial form as the orbitals but a 2 Å cutoff. Their strengths are −30 eV (s on A) and −40 eV (s and p on B). Five bands are doubly filled at four k-points.

Over these four k-points the highest filled level is −3.75 eV and the lowest empty one 17.29 eV, so the filling is unambiguous. The smallest overlap eigenvalue, 0.169, shows that X does not make the basis nearly dependent.

The force on X along \(y\) is the sum of its overlap, kinetic and projector parts:
\[
2.8955+5.5847-8.2734=0.2068\ \text{eV/Å}.
\]
The complete vector is \((-0.002,\,0.207,\,0.161)\) eV/Å. Pairs at zero separation contribute \((0.024,\,-1.000,\,-0.711)\) eV/Å of it. Dropping them because their matrix elements vanish would leave \(0.2068+0.9996=1.2064\) eV/Å along \(y\), nearly six times the correct value.

X carries no projector, so this force is purely an effect of the finite basis: the variational energy falls, to first order, if the shell moves along it. If X is instead tied to A, the coincident contributions cancel in the sum, and the combined force is \((-3.936,\,-4.055,\,-3.268)\) eV/Å, opposite to that on B.

Central energy differences reproduce all nine force components to within \(8\times10^{-8}\) eV/Å. Moving X by \(10^{-6}\) Å in either of two opposite directions changes no force component by more than \(2\times10^{-6}\) eV/Å, so the force shows no jump at contact.

The diagonal stresses are −0.1749, −0.1021 and −0.0734 eV/Å\(^3\). The pressure is
\[
p=-\tfrac13\operatorname{Tr}\sigma=\frac{0.1749+0.1021+0.0734}{3}=0.1168\ \text{eV/Å}^3=18.7\ \text{GPa}.
\]
It is positive, so this model cell lowers its energy by expanding. These values belong to the four k-points used; a shifted \(4\times4\times4\) mesh gives 18.3 GPa and a force on X along \(y\) of 0.216 eV/Å. All nine strain derivatives agree with energy differences to within \(3\times10^{-7}\) eV. The largest asymmetries of the overlap, kinetic and projector parts are 0.128, 0.146 and 0.263 eV; in the total, only rounding error of order \(10^{-14}\) eV remains.

These forces and this pressure belong to a band energy without electron–electron interaction or repulsion between ions. They check the derivatives and do not predict an equilibrium structure. In a fuller calculation the two-centre terms keep this form, while the remaining energy terms add derivatives of their own.

## Numbers as computed

```
orbital, projector cutoff (A): 3.0 2.0
table nodes, spacing for two orbitals (A): 401 0.0150
cell vector 1 (A): 3.4 0.0 0.0
cell vector 2 (A): 0.3 3.6 0.0
cell vector 3 (A): -0.2 0.4 3.8
position A (A): 0.0 0.0 0.0
position X (A): 0.0 0.0 0.0
position B (A): 1.4 1.1 0.9
projector strengths A s, B s, B p (eV): [-30.0, -40.0, -40.0]
k-points, filled bands, orbitals: 4 5 13
s-p overlap g_1(0) (1/A): -6.511739
s-pz overlap slope along z at R=0 (1/A): -0.897527
s-p kinetic g_1(0) (eV/A): -101.49386
s-pz kinetic slope along z at R=0 (eV/A): -13.98912
table error, overlap value: 2.1e-10
table error, kinetic value (eV): 1.6e-08
table error, overlap gradient (1/A): 2.6e-07
table error, kinetic gradient (eV/A): 7.5e-06
relative error of g'/R: 1.1e-04
hard wall 3 A: cusp slope, numeric (eV/A): 0.6953
hard wall 3 A: cusp slope, formula (eV/A): 0.6964
false slope of S_2 spline, 0.075 A nodes (eV/A): 2.02e-01
false slope of S_2 spline, 0.0375 A nodes (eV/A): 2.57e-02
smallest overlap eigenvalue: 0.16949
highest filled, lowest empty level (eV): -3.7505 17.2892
band energy per cell (eV): -109.26487
force on A (eV/A): -3.93425 -4.26176 -3.42950
force on X (eV/A): -0.00211 0.20678 0.16132
force on B (eV/A): 3.93636 4.05498 3.26818
force on X, overlap part (eV/A): 1.93652 2.89551 2.35988
force on X, kinetic part (eV/A): 4.63512 5.58468 4.20336
force on X, projector part (eV/A): -6.57376 -8.27341 -6.40192
force on X from pairs at R=0 (eV/A): 0.02361 -0.99962 -0.71135
force on A with X tied to it (eV/A): -3.93636 -4.05498 -3.26818
largest force error against differences (eV/A): 8.0e-08
force change for X moved by 1e-6 A (eV/A): 1.8e-06
cell volume (A^3): 46.5120
stress row x (eV/A^3): -0.174882 -0.090485 -0.072274
stress row y (eV/A^3): -0.090485 -0.102091 -0.075659
stress row z (eV/A^3): -0.072274 -0.075659 -0.073356
largest strain-derivative error (eV): 2.8e-07
asymmetry of strain derivative, overlap (eV): 0.12760
asymmetry of strain derivative, kinetic (eV): 0.14583
asymmetry of strain derivative, projector (eV): 0.26308
asymmetry of strain derivative, total (eV): 9.1e-15
pressure (eV/A^3): 0.116776
pressure (GPa): 18.710
```
